# Thermal penetration depth in silicon heated at 10 MHz: verification in Python

```python
"""
Result under test: under a flat surface heated by a flux q0*(1 + cos(w t)),
the oscillating temperature decays as exp(-x/delta), delta = sqrt(D/(pi f)).
For D = 0.89 cm^2/s and f = 10 MHz, delta is about 1.7 micrometres.

Symbols: D diffusivity, f heating frequency, w = 2 pi f, x depth,
kappa conductivity, q0 flux amplitude, sigma = (1+i)/delta.
Lengths are in um, times in us, frequencies in MHz.
Temperatures are given as theta = kappa*T/q0, which is a length in um.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import j1

D_cm = 0.89
D = D_cm * const.centi**2 / (const.micro**2 / const.micro)
f_main = 10.0
f_high = 40.0
sink_depth = 12.0


def penetration_depth(diffusivity, frequency):
    return np.sqrt(diffusivity / (np.pi * frequency))


def simulate(frequency, cells=240, steps=200, duration=8.0):
    """Finite-volume Crank-Nicolson solution, analysed over the last period."""
    dx = sink_depth / cells
    x = (np.arange(cells) + 0.5) * dx
    dt = 1.0 / (frequency * steps)
    lap = (np.diag(-2.0 * np.ones(cells))
           + np.diag(np.ones(cells - 1), 1)
           + np.diag(np.ones(cells - 1), -1))
    lap[0, 0] = -1.0       # only the imposed flux enters at the surface
    lap[-1, -1] = -3.0     # zero temperature rise at the sink face
    half = 0.5 * dt * D / dx**2 * lap
    unit = np.eye(cells)
    inverse = np.linalg.inv(unit - half)
    propagator = inverse @ (unit + half)
    source = inverse[:, 0] * dt * D / dx
    periods = int(round(duration * frequency))
    angle = 2 * np.pi * np.arange(steps + 1) / steps
    flux = 1.0 + np.cos(angle)
    mean_flux = 0.5 * (flux[:-1] + flux[1:])
    theta = np.zeros(cells)
    oscillation = np.zeros(cells, dtype=complex)
    steady = np.zeros(cells)
    for period in range(periods):
        for n in range(steps):
            theta = propagator @ theta + source * mean_flux[n]
            if period == periods - 1:
                oscillation += 2 * theta * np.exp(-1j * angle[n + 1]) / steps
                steady += theta / steps
    return x, oscillation, steady


def analyse(x, oscillation):
    """Straight-line fits of log amplitude and phase against depth."""
    window = (x > 0.3) & (x < 3.0)
    log_amp = np.log(np.abs(oscillation))
    phase = np.unwrap(np.angle(oscillation))
    amp_slope, amp_start = np.polyfit(x[window], log_amp[window], 1)
    ph_slope, ph_start = np.polyfit(x[window], phase[window], 1)
    return (-1 / amp_slope, -1 / ph_slope,
            np.exp(amp_start), -np.degrees(ph_start))


delta = penetration_depth(D, f_main)
delta_high = penetration_depth(D, f_high)

# Time-dependent simulation against the derived planar solution.
x, osc, steady = simulate(f_main)
decay_sim, phase_length_sim, surface_sim, lag_sim = analyse(x, osc)
surface_formula = delta / np.sqrt(2)
assert abs(decay_sim / delta - 1) < 0.005
assert abs(phase_length_sim / delta - 1) < 0.005
assert abs(surface_sim / surface_formula - 1) < 0.01
assert abs(lag_sim - 45.0) < 0.5
assert np.max(np.abs(steady - (sink_depth - x))) < 0.01
assert round(decay_sim, 1) == 1.7 and round(delta, 1) == 1.7

probe = 5.0
remaining_formula = np.exp(-probe / delta)
log_probe = np.interp(probe, x, np.log(np.abs(osc)))
remaining_sim = np.exp(log_probe) / surface_sim
assert abs(remaining_sim / remaining_formula - 1) < 0.02
steady_probe = np.interp(probe, x, steady)

# Frequency scaling from a second simulation.
x_high, osc_high, _ = simulate(f_high)
decay_high = analyse(x_high, osc_high)[0]
assert abs(decay_sim / decay_high - 2.0) < 0.02

# Disk formula on the axis against a sum over lateral wavenumbers.
sigma = (1 + 1j) / delta


def disk_axis(depth, radius):
    slant = np.sqrt(depth**2 + radius**2)
    return (np.exp(-sigma * depth) - np.exp(-sigma * slant)) / sigma


k = np.linspace(0.0, 40.0, 200001)
for radius in (1.0, 5.0):
    s = np.sqrt(k**2 + 2j * np.pi * f_main / D)
    integrand = radius * j1(k * radius) * np.exp(-s * 1.0) / s
    total = np.sum(0.5 * (integrand[1:] + integrand[:-1])) * (k[1] - k[0])
    assert abs(total / disk_axis(1.0, radius) - 1) < 1e-5


def disk_depth(radius):
    top = abs(disk_axis(0.0, radius))
    return brentq(lambda z: abs(disk_axis(z, radius)) / top - np.exp(-1),
                  0.01, 10.0)


radii = (1.0, 5.0, 20.0)
disk_depths = [disk_depth(radius) for radius in radii]
assert abs(disk_depths[2] / delta - 1) < 1e-3
assert disk_depths[0] < 0.8 * delta

# Effect of the rounding of the given diffusivity.
low = penetration_depth(D * (D_cm - 0.005) / D_cm, f_main)
high = penetration_depth(D * (D_cm + 0.005) / D_cm, f_main)
assert round(low, 1) == round(high, 1) == 1.7

print(f"Diffusivity: {D_cm:.2f} cm^2/s = {D:.1f} um^2/us")
print(f"Heating frequency: {f_main:.0f} MHz")
print(f"Angular frequency: {2 * np.pi * f_main:.2f} rad/us")
print(f"D/(pi f): {D / (np.pi * f_main):.3f} um^2")
print(f"Penetration depth, formula: {delta:.3f} um")
print(f"Penetration depth, simulation: {decay_sim:.3f} um")
print(f"Depth per radian of lag, simulation: {phase_length_sim:.3f} um")
print(f"Depth for D = 0.885 cm^2/s: {low:.3f} um")
print(f"Depth for D = 0.895 cm^2/s: {high:.3f} um")
print(f"Other convention sqrt(D/w): {delta / np.sqrt(2):.3f} um")
print(f"Surface amplitude kappa*T/q0, formula: {surface_formula:.3f} um")
print(f"Surface amplitude kappa*T/q0, simulation: {surface_sim:.3f} um")
print(f"Surface lag behind flux, simulation: {lag_sim:.2f} degrees")
print(f"Amplitude fraction at one depth delta: {np.exp(-1):.3f}")
print(f"Amplitude fraction at {probe:.0f} um, formula: {remaining_formula:.4f}")
print(f"Amplitude fraction at {probe:.0f} um, simulation: {remaining_sim:.4f}")
print(f"Heat-sink depth in simulation: {sink_depth:.0f} um")
print(f"Steady kappa*T/q0 at {probe:.0f} um, simulation: {steady_probe:.3f} um")
print(f"Penetration depth at {f_high:.0f} MHz, formula: {delta_high:.3f} um")
print(f"Penetration depth at {f_high:.0f} MHz, simulation: {decay_high:.3f} um")
for radius, depth in zip(radii, disk_depths):
    print(f"1/e depth under disk of radius {radius:.0f} um: {depth:.3f} um")
print("every check passed")
```

It prints:

```
Diffusivity: 0.89 cm^2/s = 89.0 um^2/us
Heating frequency: 10 MHz
Angular frequency: 62.83 rad/us
D/(pi f): 2.833 um^2
Penetration depth, formula: 1.683 um
Penetration depth, simulation: 1.683 um
Depth per radian of lag, simulation: 1.683 um
Depth for D = 0.885 cm^2/s: 1.678 um
Depth for D = 0.895 cm^2/s: 1.688 um
Other convention sqrt(D/w): 1.190 um
Surface amplitude kappa*T/q0, formula: 1.190 um
Surface amplitude kappa*T/q0, simulation: 1.190 um
Surface lag behind flux, simulation: 45.00 degrees
Amplitude fraction at one depth delta: 0.368
Amplitude fraction at 5 um, formula: 0.0513
Amplitude fraction at 5 um, simulation: 0.0513
Heat-sink depth in simulation: 12 um
Steady kappa*T/q0 at 5 um, simulation: 7.000 um
Penetration depth at 40 MHz, formula: 0.842 um
Penetration depth at 40 MHz, simulation: 0.841 um
1/e depth under disk of radius 1 um: 0.758 um
1/e depth under disk of radius 5 um: 1.710 um
1/e depth under disk of radius 20 um: 1.683 um
every check passed
```
